\section*{Why Sawtooth Voltages with Equal Extrema Bias a Symmetric Rf Discharge}

\section{The question}

A low-pressure discharge burns between two equal electrodes. One is grounded (g), the other (p) is driven through a blocking capacitor by a voltage that falls quickly and rises slowly,
\begin{equation}
V(t)=-A\sum_{k=1}^{N}\frac{\sin k\omega t}{k},\qquad \max V=\phi_0,\quad \min V=-\phi_0 .
\end{equation}
The extrema are equal in size because $V(-t)=-V(t)$. The electrodes are equal as well. Why should a dc self-bias $\eta$ appear, and what fixes its sign and size?

\section{What equal extrema settle}

Let the ions be frozen during an rf cycle, with uniform densities $n_p$ and $n_g$ in the two sheaths. A sheath emptied of electrons over a width $s$ holds the charge $Q=ens$ per area, and Poisson's equation gives it the voltage $ens^2/2\varepsilon_0=Q^2/(2e\varepsilon_0 n)$. The plasma is positive with respect to both electrodes. Neglecting the voltage across the bulk, the potential of p relative to g is
\begin{equation}
V+\eta=-\frac{Q_p^2}{2e\varepsilon_0 n_p}+\frac{Q_g^2}{2e\varepsilon_0 n_g}.
\label{balance}
\end{equation}
The rf current moves charge from one sheath to the other. If the particle losses within one cycle are small, $Q_p+Q_g=Q$ is constant.

Neither electrode carries a net dc current, so electrons must reach each of them once per cycle to cancel the ion current. They do so when the sheath there collapses; the small floating voltage left at that moment is neglected. The powered sheath collapses at the maximum of $V$, the grounded one at the minimum:
\begin{equation}
\phi_0+\eta=\frac{Q^2}{2e\varepsilon_0 n_g}=\hat\phi_g,\qquad
-\phi_0+\eta=-\frac{Q^2}{2e\varepsilon_0 n_p}=-\hat\phi_p .
\end{equation}
With $r=\hat\phi_g/\hat\phi_p=n_p/n_g$, this gives $\phi_0+\eta=r(\phi_0-\eta)$, hence
\begin{equation}
\eta=\phi_0\,\frac{r-1}{r+1}.
\label{bias}
\end{equation}
Equal extrema therefore exclude a bias only if $r=1$. In this model the shape of the waveform can act only through the ratio of the sheath densities. A separate calculation, which charges a blocking capacitor step by step with the same sawtooth, gives $\eta/\phi_0=-0.0007$ for imposed equal densities and $0.2000$ for $r=1.5$; equation (\ref{bias}) gives 0 and 0.2. The question becomes why the sawtooth makes the densities unequal.

\section{From voltage slope to sheath motion}

Start with equal densities and let $q=Q_p/Q$. Then $\eta=0$, $\hat\phi_p=\hat\phi_g=\phi_0$, and equation (\ref{balance}) reads
\begin{equation}
V=\phi_0\left[(1-q)^2-q^2\right]=\phi_0(1-2q).
\end{equation}
With the maximum width $s_m=Q/(en)$, the widths are
\begin{equation}
s_p=\frac{s_m}{2}\left(1-\frac{V}{\phi_0}\right),\qquad
s_g=\frac{s_m}{2}\left(1+\frac{V}{\phi_0}\right),
\end{equation}
and the edge speeds, positive in expansion, are
\begin{equation}
u_p=-\frac{s_m}{2\phi_0}\frac{dV}{dt},\qquad u_g=+\frac{s_m}{2\phi_0}\frac{dV}{dt}.
\end{equation}
A fast fall of $V$ expands the powered sheath fast; the slow rise expands the grounded sheath slowly.

Unequal expansion rates are not yet enough. Since $V$ is odd in time, $s_g(t)=s_p(-t)$: the grounded edge runs through the motion of the powered edge backwards. Both edges have the same mean-square speed, because the one that expands slowly contracts fast. Any ionization that depends on the speed only through its square is equal on both sides. In the model below, the bias comes from electrons that respond differently to an advancing and a retreating edge.

If the waveform also obeys $V(t+T/2)=-V(t)$, with $T$ the period, then $s_g(t)=s_p(t+T/2)$. Both sheaths then have the same history, half a period apart, and equal densities remain a solution whatever the electrons do. A single tone and any sum of odd harmonics belong to this class.

Once $r\neq1$, the sheath voltages are $\hat\phi_p=2\phi_0/(1+r)$ and $\hat\phi_g=2\phi_0r/(1+r)$. With $y=(1+r)(V+\eta)/2\phi_0$ the balance becomes
\begin{equation}
r(1-q)^2-q^2=y .
\end{equation}
This is $(r-1)q^2-2rq+r-y=0$, and the root between 0 and 1 satisfies $(r-1)q=r-\sqrt D$ with $D=r+(r-1)y$. Differentiating the balance gives $-2[r-(r-1)q]\dot q=\dot y$. The bracket is $\sqrt D$, so
\begin{equation}
\dot q=-\frac{1+r}{4\phi_0\sqrt D}\,\frac{dV}{dt},\qquad
u_p=\frac{Q}{en_p}\dot q,\qquad u_g=-\frac{Q}{en_g}\dot q .
\label{speed}
\end{equation}

\section{Why expansion and contraction do not cancel}

An electron that meets the sheath edge is reflected by it. The bulk electrons themselves oscillate, since they carry the rf current: if the density at the edge is a fraction $\beta$ of the bulk density, they drift at $\beta u$. Relative to them the edge moves at $w=(1-\beta)u$. For $\beta=1$ there is no relative motion and, with the energy counted in the drifting frame as below, this mechanism stops.

In the drifting frame take a Maxwellian of temperature $T_e$ (in energy units) and measure velocities in $v_T=\sqrt{T_e/m}$. Let $a=w/v_T$, and let $x$ be the normal velocity of an electron, positive into the plasma. Electrons with $x<a$ hit the edge at a rate proportional to $a-x$ and leave with $2a-x$. The ionization threshold $E_i$ corresponds to $x_0=\sqrt{2E_i/T_e}$. Here the energy, too, is counted in the drifting frame. This is an approximation, because ionization depends on the velocity relative to the gas; including the drift in the energy would raise the bias in the example below from 35 to about 48~V, with the same sign, and would leave a term odd in the edge speed even at $\beta=1$. The energy of the two transverse motions is exponentially distributed, so an electron with normal velocity $x$ lies above threshold with probability
\begin{equation}
h(x)=e^{-(x_0^2-x^2)/2}\ \ (|x|<x_0),\qquad h(x)=1\ \ (|x|\ge x_0).
\end{equation}
With $g(x)=e^{-x^2/2}/\sqrt{2\pi}$, the net number lifted over threshold, per time, area, edge density and $v_T$, is
\begin{equation}
G(a)=\int_{-\infty}^{a}(a-x)\,g(x)\,[h(2a-x)-h(x)]\,dx .
\end{equation}

Write $c=g(x_0)$ and let $P$ be the cumulative normal distribution. In the second term $g(x)h(x)=c$ for $|x|<x_0$, so for $|a|<x_0$ it equals
\begin{equation}
\tfrac{c}{2}(x_0+a)^2+c+aP(-x_0).
\end{equation}
In the first term substitute $y=2a-x$. Then $a-x=y-a$, and below threshold $g(y-2a)h(y)=c\,e^{2a(y-a)}$. With $\tau=y-a$,
\begin{align}
G(a)={}&c\int_0^{x_0-a}\tau e^{2a\tau}d\tau+g(x_0-2a)+aP(2a-x_0)\nonumber\\
&-\tfrac{c}{2}(x_0+a)^2-c-aP(-x_0).
\label{G}
\end{align}
The factor $e^{2a\tau}$ shows the asymmetry: an advancing edge enhances the fast outgoing electrons exponentially, while a retreating edge can at most remove the few that were already hot. At $x_0=3.27$, $G(0.35)=0.0374$ but $G(-0.35)=-0.0070$. Direct sampling of reflected velocities agrees with both within its statistical error.

For small $a$, the three parts of equation (\ref{G}), divided by $c$, are to third order
\begin{align}
\int_0^{x_0-a}\!\tau e^{2a\tau}d\tau={}&\tfrac{x_0^2}{2}+\left(\tfrac23x_0^3-x_0\right)a+\left(\tfrac12-2x_0^2+\tfrac12x_0^4\right)a^2\nonumber\\
&+\left(2x_0-2x_0^3+\tfrac{4}{15}x_0^5\right)a^3,\\
\frac{g(x_0-2a)}{c}={}&1+2x_0a+(2x_0^2-2)a^2+\left(\tfrac43x_0^3-4x_0\right)a^3,\\
\frac{a[P(2a-x_0)-P(-x_0)]}{c}={}&2a^2+2x_0a^3 .
\end{align}
Adding them and subtracting $(x_0+a)^2/2+1$ leaves
\begin{equation}
G=c\left[\tfrac23x_0^3\,a+\tfrac12x_0^4\,a^2+\left(\tfrac{4}{15}x_0^5-\tfrac23x_0^3\right)a^3+\dots\right].
\label{series}
\end{equation}

Now average over a cycle. The linear term vanishes because the edge returns to its starting point. The quadratic term gives a net gain of electrons above threshold and, at equal densities, is the same at both electrodes. The cubic term changes sign between them, since $\langle a_g^3\rangle=-\langle a_p^3\rangle$. It is the leading cause of unequal ionization, and its coefficient is positive when $x_0^2>5/2$, that is $E_i>5T_e/4$. At small edge speeds the side with positive $\langle a^3\rangle$ then ionizes more. For the sawtooth this is the side with the fast expansion; for other waveforms the larger peak expansion speed and the positive third moment need not lie on the same side.

For the sawtooth, $a_p=a_1\sum_k\cos k\omega t$ with $a_1>0$. A product of three cosines has the mean $1/4$ when one harmonic number is the sum of the other two. There are $N(N-1)/2$ ordered pairs with $i+j\le N$ and three places for the sum, so
\begin{equation}
\langle a_p^3\rangle=\tfrac38N(N-1)a_1^3,\qquad \langle a_p^2\rangle=\tfrac12Na_1^2 .
\end{equation}
The second harmonic is the first that helps, through $1+1=2$.

\section{From ionization to density and bias}

Assume that each threshold crossing leads to ionization with the same probability on both sides. The two sources are then proportional to $S_p=n_pv_T\langle G(a_p)\rangle$ and $S_g=n_gv_T\langle G(a_g)\rangle$. Let the ionization decay as $e^{-x/\lambda}$ with distance $x$ from its electrode, in a gap $L$.

For diffusion, $-Dn''=S(x)$ with $n=0$ at both walls, multiply by $1-x/L$ and integrate by parts twice. The result is $Dn'(0)=\int_0^L(1-x/L)S\,dx$: an ion born at $x$ reaches the near wall with probability $1-x/L$. The share lost to the far wall is the mean of $x/L$,
\begin{equation}
m=\frac{\int_0^L xe^{-x/\lambda}dx}{L\int_0^L e^{-x/\lambda}dx}=\frac{\lambda}{L}-\frac{1}{e^{L/\lambda}-1}.
\end{equation}
If ions leave at the same speed on both sides, the sheath densities are proportional to the wall fluxes:
\begin{equation}
r=\frac{(1-m)S_p+mS_g}{mS_p+(1-m)S_g}.
\label{loop}
\end{equation}
Setting $n=0$ at the walls is an idealization. With finite edge densities the same integration adds $D(n_g-n_p)/L$ to the flux at p, which for given sources reduces the contrast. In the example below, an edge density of half the peak density, as $\beta=0.5$ implies, raises the effective far-wall share from 0.19 to 0.27 and lowers the bias from 35 to about 29~V. Equal ion speed is an idealization too. Ions are accelerated inside the sheath and thin out more where the voltage is larger, which increases $r$ further: taking the density proportional to the flux divided by the square root of the mean sheath voltage raises the same bias to about 63~V.

The sources depend on $r$, so equations (\ref{speed}), (\ref{G}) and (\ref{loop}) must be solved together. For small speeds this can be done by hand. Let $r=1+\delta$ and $\kappa=1-2m$. Two effects enter $S_p/S_g$ at first order. The cubic term contributes $2\chi$, where
\begin{equation}
\chi=\frac{\left(\frac{4}{15}x_0^5-\frac23x_0^3\right)\langle a_p^3\rangle}{\frac12x_0^4\langle a_p^2\rangle}
=\left(\frac{8x_0}{15}-\frac{4}{3x_0}\right)\frac{\langle a_p^3\rangle}{\langle a_p^2\rangle}.
\end{equation}
The quadratic term contributes $-\delta$: by equation (\ref{speed}) both edges share $\dot q$, and $\beta$ is held fixed and equal on both sides, so $a\propto1/n$ and $n\langle a^2\rangle\propto1/n$. A denser sheath is thinner, moves more slowly and ionizes less. Equal $\beta$ means that the bulk density in front of each sheath is assumed to scale with the edge density there. With one common bulk density, $\beta$ would be larger at the denser sheath; its speed relative to the electrons would fall further, and the bias would be smaller, about 20~V instead of 35~V in the example below. Equation (\ref{loop}) passes on a fraction $\kappa$ of the source contrast, so $\delta=\kappa(2\chi-\delta)$ and $\delta=2\kappa\chi/(1+\kappa)$. Since $\eta\simeq\phi_0\delta/2$,
\begin{equation}
\frac{\eta}{\phi_0}\simeq\frac{\kappa}{1+\kappa}\left(\frac{8x_0}{15}-\frac{4}{3x_0}\right)\frac{\langle a_p^3\rangle}{\langle a_p^2\rangle},
\label{law}
\end{equation}
with the averages taken at equal densities. For local ionization, $\lambda\ll L$, $\kappa\to1$ and the feedback halves the response. For $\lambda\gg L$, $\kappa\to0$: electrons heated at one side ionize throughout the gap, and the bias disappears although the powered sheath still expands faster than the grounded one.

\section{The number}

Take round model parameters: $\phi_0=300$~V, 13.56~MHz, $N=4$, $L=5$~cm, $\lambda=1$~cm, $T_e=3$~eV, $E_i=16$~eV, $\beta=0.5$ at both edges and a mean sheath density $n=10^{15}$~m$^{-3}$, held fixed. Then $x_0=\sqrt{32/3}=3.27$ and $v_T=7.26\times10^5$~m/s.

At equal densities $s_m=\sqrt{2\varepsilon_0\phi_0/(en)}=5.76$~mm. The powered edge expands at up to $6.42\times10^5$~m/s, the grounded one at up to $2.44\times10^5$~m/s. The largest $a$ is $0.5\times6.42/7.26=0.44$, well below $x_0$. The threshold-crossing fluxes are $S_p=2.86\times10^{18}$ and $S_g=1.50\times10^{18}$~m$^{-2}$\,s$^{-1}$, a ratio of 1.90. With only the even part of $G$ the ratio is 1.00.

The far-wall share is $m=0.193$, so the wall-flux ratio would be
\begin{equation}
\frac{0.807\times2.86+0.193\times1.50}{0.193\times2.86+0.807\times1.50}=1.47 .
\end{equation}
These unequal fluxes contradict the equal densities assumed so far. In the self-consistent solution the powered sheath has shrunk to 5.1~mm and the grounded one has grown to 6.5~mm; the peak expansion speeds have moved towards each other, to $5.7$ and $3.0\times10^5$~m/s. The source ratio drops to 1.47 and the density ratio settles at $r=1.262$. Therefore
\begin{equation}
\eta=300\ \mathrm{V}\times\frac{0.262}{2.262}\approx35\ \mathrm{V},
\end{equation}
about 12\% of $\phi_0$. The maximum sheath voltages are 265~V at the powered and 335~V at the grounded electrode.

Equation (\ref{law}) gives nearly the same. Here $\kappa=0.614$, the bracket is $1.742-0.408=1.334$, and $\langle a_p^3\rangle/\langle a_p^2\rangle=0.00608/0.02445=0.249$, so
\begin{equation}
\eta\simeq300\ \mathrm{V}\times0.380\times1.334\times0.249\approx38\ \mathrm{V},
\end{equation}
9\% above the full solution of the same model. At 400 times the density, where the edges are 20 times slower, the two agree to better than 0.1\%.

Variations of the example separate the causes. Reversing the slope gives $-35$~V. Harmonics 1 and 3 alone give none, and neither does the four-harmonic sawtooth when $G$ is replaced by its even part. With $N=1$ to 5 the bias is 0, 14, 25, 35 and 43~V. Lengthening $\lambda$ from 1 to 5 and 25~cm lowers it from 35 to 13 and 3~V.

\section{Where the answer changes}

The symmetry argument does not say which side ionizes more; that sign comes from the electron dynamics. Here edge reflection favours expansion. If another process produced more ionization while a sheath contracts, the odd part of the response, and with it the bias, could have the opposite sign. Secondary electrons, field reversal, heating in the bulk and negative ions are left out. The voltage across the bulk can be neglected only well below the series resonance of bulk and sheaths, which for the example lies near the eleventh harmonic; electron inertia there drops about 17~V at its peak and shifts the bias to about 38~V for $N=4$ and to about 49~V for $N=5$. An additional ionization source that is equal on both sides would dilute the contrast. The model also fixes $T_e$ and the mean density instead of deriving them from power and particle balance, so the 35~V illustrates the mechanism and is not a prediction for a particular reactor. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
Inputs: phi0 300 V, f 13.56 MHz, gap 5.0 cm
Inputs: mean sheath density 1.00e+15 m^-3, Te 3.0 eV, Ei 16.0 eV
Inputs: drift fraction 0.50, decay 1.0 cm
Waveform extrema, N=4: +300.000 V and -300.000 V
sqrt(Te/m): 7.2639e+05 m/s;  x0: 3.2660
G coefficients a, a^2, a^3: 0.04473, 0.10957, 0.14613
G(+0.35): sampled 0.03734 +- 0.00018, formula 0.03737
G(-0.35): sampled -0.00696 +- 0.00007, formula -0.00696
Equal densities, fast fall, N=4:
  maximum sheath width 5.758 mm
  peak expansion speed p 6.4246e+05, g 2.4406e+05 m/s
  powered edge: mean a^2 0.02445, mean a^3 0.006081
  threshold-crossing flux p 2.8619e+18, g 1.5037e+18 m^-2 s^-1
  their ratio p/g 1.9032; even part of G only 1.0000
  far-wall share m 0.1932
  wall-flux ratio p/g 1.4719
Self-consistent, fast fall, N=4:
  densities p 1.1159e+15, g 8.8407e+14 m^-3; ratio 1.2623
  maximum sheath widths p 5.125, g 6.470 mm
  peak expansion speeds p 5.7150e+05, g 2.9959e+05 m/s
  threshold-crossing flux ratio p/g 1.4659
  maximum sheath voltages p 265.22, g 334.78 V
  bias 34.78 V = 11.59 % of phi0
Bias, fast rise, N=4: -34.78 V (density ratio 0.7922)
Bias, even part of G only: 0.0000 V (magnitude)
Bias, harmonics 1 and 3 only: 0.0000 V (magnitude)
Circuit bias/phi0: ratio 1.0 -0.0007, ratio 1.5 0.2000
Formula bias/phi0 at ratio 1.5: 0.2000
N=1: density ratio 1.0000, bias 0.00 V (magnitude)
N=2: density ratio 1.0999, bias 14.27 V (magnitude)
N=3: density ratio 1.1832, bias 25.18 V (magnitude)
N=4: density ratio 1.2623, bias 34.78 V (magnitude)
N=5: density ratio 1.3387, bias 43.45 V (magnitude)
Decay 0.5 cm: density ratio 1.3111, bias 40.39 V
Decay 1.0 cm: density ratio 1.2623, bias 34.78 V
Decay 2.5 cm: density ratio 1.1587, bias 22.06 V
Decay 5.0 cm: density ratio 1.0913, bias 13.10 V
Decay 25.0 cm: density ratio 1.0203, bias 3.01 V
Small-speed law at 4.0e+17 m^-3: 1.8922 V, full 1.8918 V
Small-speed law at 1.0e+15 m^-3: 37.84 V
\end{verbatim}
